**Transit and RC limits of a photodiode at its optimum thickness**

The program tests the statement that a photodiode of fixed area and load, with saturated drift speed and no parasitic capacitance, is fastest where its transit limit `E_tr` equals its circuit limit `E_RC`, if the two combine as 1/E² = 1/E_tr² + 1/E_RC². Here `d` is the thickness, `hv` is ħ times the drift speed, `load` is the resistance in units of ħ/e², and each bandwidth `E` is the energy hf at the 3 dB point. The program asserts that direct numerical maximization reproduces the derived thickness, bandwidth and equality, and that an evaluation in SI units agrees. It also tests the induced charge against a discretized Poisson equation, the transit responses against Fourier quadrature, and the product response against time integration of the circuit equation. For the model parameters the optimum is 343.7 nm and 55.4 GHz. Without the quadrature rule, the single-sheet optimum has E_tr/E_RC = 1.005 and a bandwidth 3.4% below the rule's value. With parasitic capacitance, or with constant mobility at fixed voltage, the optimum ratio differs from one, and the program asserts the derived ratios √(1 + C_p/C_j) and √2.

## Numerical verification

```python
"""
Result under test: a photodiode with fixed area and load, whose bandwidth E obeys
1/E^2 = 1/E_tr^2 + 1/E_RC^2, is fastest at the thickness where E_tr = E_RC.
Symbols: d thickness (angstrom), hv = hbar * drift velocity (eV angstrom),
eps relative permittivity, area (angstrom^2), load = R e^2/hbar (pure number),
E = hbar * angular 3 dB frequency = h f (eV), E_tr transit limit, E_RC circuit limit,
theta = angular frequency * transit time, kappa = theta at the transit 3 dB point.
The actual response is the product of the transit and RC factors.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq, minimize_scalar

e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10      # e^2/(4 pi eps0), eV angstrom
hv, eps, area, load = 0.4, 16.0, 1.0e10, 0.012


def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b)


def root(func, low, high):
    return brentq(func, low, high, xtol=1e-18, rtol=1e-14)


def maximise(func, centre):
    """Thickness that maximises func, searched on a logarithmic scale."""
    found = minimize_scalar(lambda u: -func(centre * np.exp(u)),
                            bounds=(-1.5, 1.2), method="bounded",
                            options={"xatol": 1e-10})
    return centre * np.exp(found.x)


# Induced charge on the far contact from a discretized Poisson equation
n = 199
h = 1 / (n + 1)
laplace = (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)) / h**2
for node in (19, 99, 159):
    source = np.zeros(n)
    source[node] = 4 * np.pi / h
    potential = np.linalg.solve(laplace, source)
    induced = potential[-1] / h / (4 * np.pi)
    close(induced, (node + 1) * h, 1e-9)


# Squared transit responses: one sheet crossing the layer, and uniform generation
def s_sheet(theta):
    return np.sinc(theta / (2 * np.pi))**2


def s_uniform(theta):
    return abs(2 * (1 - 1j * theta - np.exp(-1j * theta)) / theta**2)**2


for response, pulse in ((s_sheet, lambda s: 1.0), (s_uniform, lambda s: 2 * (1 - s))):
    for theta in (0.7, 2.0, 4.0):
        real = quad(lambda s: pulse(s) * np.cos(theta * s), 0, 1)[0]
        imag = quad(lambda s: pulse(s) * np.sin(theta * s), 0, 1)[0]
        close(response(theta), real**2 + imag**2, 1e-9)
kappa = root(lambda t: s_sheet(t) - 0.5, 0.5, 5)
kappa_uniform = root(lambda t: s_uniform(t) - 0.5, 0.5, 5)


def e_transit(d, k=kappa):
    return k * hv / d


def e_circuit(d):
    return 4 * np.pi * e2 * d / (load * eps * area)


def combine(e1, e2_limit):
    return (e1**-2 + e2_limit**-2)**-0.5


def e_quadrature(d):
    return combine(e_transit(d), e_circuit(d))


# The quadrature rule is exact for Gaussian roll-offs
for e1, e2_limit in ((1.0, 1.0), (1.0, 3.0), (2.0, 0.7)):
    half = root(lambda e: 2**(-(e / e1)**2) * 2**(-(e / e2_limit)**2) - 0.5, 1e-3, 5)
    close(half, combine(e1, e2_limit), 1e-10)

# Optimum: derived formulas against a direct numerical maximization
d_opt = np.sqrt(kappa * hv * load * eps * area / (4 * np.pi * e2))
e_max = np.sqrt(2 * np.pi * kappa * hv * e2 / (load * eps * area))
d_numeric = maximise(e_quadrature, 3000.0)
close(d_numeric, d_opt, 1e-5)
close(e_quadrature(d_numeric), e_max, 1e-9)
close(e_transit(d_numeric), e_circuit(d_numeric), 1e-5)
close(e_max, e_transit(d_numeric) / np.sqrt(2), 1e-5)
scan = e_quadrature(d_opt * np.geomspace(1e-3, 1e3, 2001))
assert scan.max() <= e_max * (1 + 1e-12)
for ratio in (0.5, 2.0):
    close(e_quadrature(ratio * d_opt) / e_max, np.sqrt(2 / (ratio**2 + ratio**-2)), 1e-10)

# Independent evaluation of the maximum bandwidth in SI units
velocity_si = hv * sc.e * 1e-10 / sc.hbar
resistance_si = load * 4 * np.pi * sc.epsilon_0 * 0 + load * sc.hbar / sc.e**2
capacitance_si = sc.epsilon_0 * eps * area * 1e-20 / (d_opt * 1e-10)
f_tr_si = kappa * velocity_si / (2 * np.pi * d_opt * 1e-10)
f_rc_si = 1 / (2 * np.pi * resistance_si * capacitance_si)
f_max = e_max * sc.e / sc.h
close(combine(f_tr_si, f_rc_si), f_max, 1e-8)


# Actual product response, without the quadrature rule
def e_product(d, response=s_sheet, k=kappa):
    def excess(e):
        return response(e * d / hv) / (1 + (e / e_circuit(d))**2) - 0.5
    top = e_transit(d, k)
    return root(excess, 1e-4 * top, top)


# Time integration of the circuit equation, then a Fourier transform of the output
rc = hv / (e_circuit(d_opt) * d_opt)
t1, t2 = np.linspace(0, 1, 4001), np.linspace(1, 1 + 30 * rc, 8001)
settings = dict(method="DOP853", rtol=1e-10, atol=1e-13)
v1 = solve_ivp(lambda t, v: (1 - v) / rc, (0, 1), [0.0], t_eval=t1, **settings).y[0]
v2 = solve_ivp(lambda t, v: -v / rc, (1, t2[-1]), [v1[-1]], t_eval=t2, **settings).y[0]


def output_power(theta):
    return abs(simpson(v1 * np.exp(-1j * theta * t1), x=t1)
               + simpson(v2 * np.exp(-1j * theta * t2), x=t2))**2


close(output_power(0.0), 1.0, 1e-6)
theta_time = root(lambda t: output_power(t) / output_power(0.0) - 0.5, 0.1, kappa)
close(theta_time * hv / d_opt, e_product(d_opt), 1e-5)

# Optimum of the product response: condition sin(2x) = x against direct search
x = root(lambda z: np.sin(2 * z) - z, 0.5, 1.5)
theta_best = 2 * x
y_best = np.sqrt(2 * s_sheet(theta_best) - 1)
slope = e_circuit(1.0)
d_product = np.sqrt(theta_best * hv / (y_best * slope))
e_product_max = theta_best * hv / d_product
d_search = maximise(e_product, d_opt)
close(d_search, d_product, 1e-5)
close(e_product(d_search), e_product_max, 1e-9)
ratio_product = e_transit(d_search) / e_circuit(d_search)
assert 1e-3 < abs(ratio_product - 1) < 0.02

# Uniform generation: another kappa, same theorem, and its own product optimum
d_uniform = maximise(lambda d: combine(e_transit(d, kappa_uniform), e_circuit(d)), d_opt)
close(e_transit(d_uniform, kappa_uniform), e_circuit(d_uniform), 1e-5)
e_uniform = combine(e_transit(d_uniform, kappa_uniform), e_circuit(d_uniform))
d_up = maximise(lambda d: e_product(d, s_uniform, kappa_uniform), d_uniform)
e_up = e_product(d_up, s_uniform, kappa_uniform)
ratio_up = e_transit(d_up, kappa_uniform) / e_circuit(d_up)

# Parasitic capacitance in parallel, given by its charging energy e^2/C_p in eV
charging_parasitic = 1.0e-5


def charging_junction(d):
    return 4 * np.pi * e2 * d / (eps * area)


def e_circuit_parasitic(d):
    return 1 / (load * (1 / charging_junction(d) + 1 / charging_parasitic))


d_par = maximise(lambda d: combine(e_transit(d), e_circuit_parasitic(d)), d_opt)
e_par = combine(e_transit(d_par), e_circuit_parasitic(d_par))
ratio_par = e_transit(d_par) / e_circuit_parasitic(d_par)
cp_over_cj = charging_junction(d_par) / charging_parasitic
close(ratio_par, np.sqrt(1 + cp_over_cj), 1e-5)


# Constant mobility at fixed voltage: velocity proportional to 1/d
def e_transit_mobility(d):
    return e_transit(d) * d_opt / d


d_mob = maximise(lambda d: combine(e_transit_mobility(d), e_circuit(d)), d_opt)
ratio_mob = e_transit_mobility(d_mob) / e_circuit(d_mob)
close(ratio_mob, np.sqrt(2), 1e-5)

print(f"Input hbar*v = {hv:.3f} eV angstrom")
print(f"Input relative permittivity = {eps:.1f} (pure number)")
print(f"Input area = {area:.3e} angstrom^2")
print(f"Input load R e^2/hbar = {load:.4f} (pure number)")
print(f"Constant e^2 = {e2:.5f} eV angstrom")
print(f"kappa, single sheet = {kappa:.5f} (pure number)")
print(f"kappa, uniform generation = {kappa_uniform:.5f} (pure number)")
print(f"E_RC per thickness = {slope:.5e} eV/angstrom")
print(f"E_tr times thickness = {kappa * hv:.5f} eV angstrom")
print(f"Optimum thickness = {d_opt:.2f} angstrom")
print(f"Optimum thickness converted = {d_opt / 10:.2f} nm")
print(f"Junction charging energy e^2/C at optimum = {charging_junction(d_opt):.4e} eV")
for ratio in (0.5, 1.0, 2.0):
    d = ratio * d_opt
    print(f"d/d_opt = {ratio:.1f}: d = {d:.2f} angstrom")
    print(f"  E_tr = {e_transit(d):.4e} eV, E_RC = {e_circuit(d):.4e} eV")
    print(f"  E quadrature = {e_quadrature(d):.4e} eV, product = {e_product(d):.4e} eV")
    print(f"  E quadrature / E_max = {e_quadrature(d) / e_max:.4f} (pure number)")
print(f"Maximum bandwidth h f, quadrature = {e_max:.4e} eV")
print(f"Maximum bandwidth f, quadrature = {f_max / 1e9:.2f} GHz")
print(f"Root of sin(2x) = x: x = {x:.5f} rad")
print(f"Product optimum: theta = {theta_best:.5f} rad, y = {y_best:.5f} (pure number)")
print(f"Product optimum thickness = {d_product:.2f} angstrom")
print(f"Product optimum bandwidth h f = {e_product_max:.4e} eV")
print(f"Product optimum E_tr/E_RC = {ratio_product:.5f} (pure number)")
print(f"Product maximum / quadrature maximum = {e_product_max / e_max:.4f} (pure number)")
print(f"Uniform, quadrature: d = {d_uniform:.2f} angstrom, h f = {e_uniform:.4e} eV")
print(f"Uniform, product: d = {d_up:.2f} angstrom, h f = {e_up:.4e} eV")
print(f"Uniform, product optimum E_tr/E_RC = {ratio_up:.5f} (pure number)")
print(f"Input parasitic charging energy e^2/C_p = {charging_parasitic:.2e} eV")
print(f"Parasitic case: d = {d_par:.2f} angstrom, h f = {e_par:.4e} eV")
print(f"Parasitic case C_p/C_j = {cp_over_cj:.4f} (pure number)")
print(f"Parasitic case E_tr/E_RC = {ratio_par:.4f} (pure number)")
print(f"Constant mobility: d = {d_mob:.2f} angstrom")
print(f"Constant mobility E_tr/E_RC = {ratio_mob:.4f} (pure number)")
print("ALL CHECKS PASSED")
```

It prints:

```
Input hbar*v = 0.400 eV angstrom
Input relative permittivity = 16.0 (pure number)
Input area = 1.000e+10 angstrom^2
Input load R e^2/hbar = 0.0120 (pure number)
Constant e^2 = 14.39965 eV angstrom
kappa, single sheet = 2.78311 (pure number)
kappa, uniform generation = 3.47666 (pure number)
E_RC per thickness = 9.42455e-08 eV/angstrom
E_tr times thickness = 1.11325 eV angstrom
Optimum thickness = 3436.89 angstrom
Optimum thickness converted = 343.69 nm
Junction charging energy e^2/C at optimum = 3.8869e-06 eV
d/d_opt = 0.5: d = 1718.44 angstrom
  E_tr = 6.4782e-04 eV, E_RC = 1.6196e-04 eV
  E quadrature = 1.5712e-04 eV, product = 1.5588e-04 eV
  E quadrature / E_max = 0.6860 (pure number)
d/d_opt = 1.0: d = 3436.89 angstrom
  E_tr = 3.2391e-04 eV, E_RC = 3.2391e-04 eV
  E quadrature = 2.2904e-04 eV, product = 2.2115e-04 eV
  E quadrature / E_max = 1.0000 (pure number)
d/d_opt = 2.0: d = 6873.78 angstrom
  E_tr = 1.6196e-04 eV, E_RC = 6.4782e-04 eV
  E quadrature = 1.5712e-04 eV, product = 1.5571e-04 eV
  E quadrature / E_max = 0.6860 (pure number)
Maximum bandwidth h f, quadrature = 2.2904e-04 eV
Maximum bandwidth f, quadrature = 55.38 GHz
Root of sin(2x) = x: x = 0.94775 rad
Product optimum: theta = 1.89549 rad, y = 0.68445 (pure number)
Product optimum thickness = 3428.38 angstrom
Product optimum bandwidth h f = 2.2115e-04 eV
Product optimum E_tr/E_RC = 1.00497 (pure number)
Product maximum / quadrature maximum = 0.9656 (pure number)
Uniform, quadrature: d = 3841.32 angstrom, h f = 2.5599e-04 eV
Uniform, product: d = 3829.39 angstrom, h f = 2.4575e-04 eV
Uniform, product optimum E_tr/E_RC = 1.00624 (pure number)
Input parasitic charging energy e^2/C_p = 1.00e-05 eV
Parasitic case: d = 3754.85 angstrom, h f = 1.9040e-04 eV
Parasitic case C_p/C_j = 0.4247 (pure number)
Parasitic case E_tr/E_RC = 1.1936 (pure number)
Constant mobility: d = 3061.92 angstrom
Constant mobility E_tr/E_RC = 1.4142 (pure number)
ALL CHECKS PASSED
```
